Logarithmic divergence of direct MP2 and ring CCD in the electron gas

**1. What the result decides**

If the three-dimensional electron gas with Coulomb interaction is to be taken to the thermodynamic limit, direct second-order correlation cannot be used; summing the ring terms gives a finite result. With kinetic-energy gaps, the second-order energy per electron has no limit. A periodic cell of side L hides this, because its smallest momentum transfer is 2π/L. Treating that value simply as a cutoff, a tenfold increase in the electron number N lowers the cutoff by 10^(1/3), and the energy falls by about 0.048 hartree per electron. Actual closed-shell cells follow this rate only on average and at large N, with shell-to-shell scatter in small cells. Larger cells do not cure the drift.

For the unpolarized three-dimensional electron gas, with A = (1 − ln 2)/π² = 0.0311, the two results are

E₂/N = 2A E_h ln q_min + constant, q_min → 0,

E_ring/N = E_h [A ln r_s + C_ring + o(1)], r_s → 0.

Here E_h is the hartree and q_min is the smallest retained momentum transfer in units of the Fermi wavenumber k_F. Strict MP2 uses Hartree–Fock gaps, which weaken the divergence without removing it (section 8).

**2. Ring CCD equations**

N electrons of mass m move in a volume V with a uniform neutralizing background, which cancels the q = 0 interaction. The reference is the filled Fermi sphere. The interaction at wavevector q is

w_q = e²/(ε₀ V q²).

An excitation μ takes an electron of given spin from occupied k to empty k+q. Its kinetic gap is

Δ_k = (ħ²/m)(k·q + q²/2).

The direct ring approximation treats the excitation operators b†_μ as independent bosons and omits exchange. The density operator then becomes

ρ_q = Σ_k b†_{k,q} + Σ_k b_{k,−q}.

Inserting it in ½ Σ_q w_q ρ_q ρ_{−q} gives

H = Σ_μ Δ_μ b†_μ b_μ + Σ_μν P_μν b†_μ b_ν + ½ Σ_μν R_μν (b†_μ b†_ν + b_μ b_ν).

P_μν = w_q if μ and ν carry equal transfers, R_μν = w_q if they carry opposite transfers, and both vanish otherwise. The constant from reordering is first order in w and is not correlation energy.

Take the state exp(T)|0⟩ with T = ½ Σ t_μν b†_μ b†_ν and t symmetric. Then

e^(−T) b_μ e^T = b_μ + Σ_ν t_μν b†_ν,

while b†_μ is unchanged. Apply e^(−T) H e^T to |0⟩. The constant part is the energy, and the coefficient of ½ b†_μ b†_ν must vanish:

E = ½ Σ_μν R_μν t_μν,

(Δ_μ + Δ_ν) t_μν + (R + Pt + tP + tRt)_μν = 0.

These are the direct-ring CCD equations. Momentum conservation lets t connect only opposite transfers. Use inversion to label the partner of k by a vector k' in the same allowed region, so that t_kk' is symmetric. For one q the equation is

(Δ_k + Δ_k') t_kk' + w_q [1 + Σ_p t_kp + Σ_p t_pk' + Σ_pp' t_kp t_p'k'] = 0.

Sums over k or p include spin. The bracket is a product. With g_k = 1 + Σ_k' t_kk',

t_kk' = −w_q g_k g_k'/(Δ_k + Δ_k').

Summing over k' leaves an equation with one unknown per excitation:

g_k = 1 − w_q g_k Σ_k' g_k'/(Δ_k + Δ_k'). (1)

The energy is E = ½ Σ_q w_q Σ_k (g_k − 1).

The required solution starts at g = 1 for w = 0. On a finite set of excitations g cannot reach zero as w grows, since (1) would then read 0 = 1. Hence g stays positive, and (1) gives 0 < g ≤ 1. The branch cannot fold back either. The kernel 1/(Δ+Δ') = ∫₀^∞ exp[−s(Δ+Δ')] ds is positive semidefinite, and linearizing g_k(1 + w_q Σ_k' g_k'/(Δ_k + Δ_k')) = 1 gives the matrix diag(g)[diag(1/g²) + w_q K], with K this kernel, after using 1 + w_q(Kg)_k = 1/g_k. The bracket is positive definite, so the linearized equation has no zero eigenvalue.

**3. Dimensionless form**

The density n = k_F³/(3π²) and the definition 4π(r_s a₀)³/3 = 1/n give

k_F a₀ = 1/(α r_s), α = (4/9π)^(1/3) = 0.5211.

From here on, q and k are in units of k_F and gaps in units of ħ²k_F²/m, so Δ = k·q + q²/2. Let D be the region |k| < 1, |k+q| > 1. The spin and momentum sum becomes [V k_F³/(4π³)] ∫_D d³k. Since e²m/(ε₀ħ²) = 4π/a₀, the coupling is

κ = (4π/a₀) · 1/(k_F⁴q²) · k_F³/(4π³) = α r_s/(π²q²).

Thus (1) becomes

g(k) = 1 − κ g(k) ∫_D d³k' g(k')/(Δ + Δ'). (2)

For the energy, Σ_q = [V k_F³/(8π³)] ∫4πq² dq and N = V k_F³/(3π²). Therefore

E/N = ½ · (3/8π) · (ħ²k_F²/m) ∫4πq² dq κ ∫_D d³k (g − 1).

The numerical factor is ½ · (3/8π) · 4π · α r_s/π² = 3α r_s/(4π²). With ħ²k_F²/m = E_h/(α r_s)²,

E/N = E_h [3/(4π² α r_s)] ∫₀^∞ dq ∫_D d³k (g − 1). (3)

**4. The second-order divergence**

The first iteration of (2) is g − 1 = −κ ∫_D d³k'/(Δ+Δ'). In (3) it gives

E₂/N = −E_h [3/(4π⁴)] ∫ dq I(q)/q²,

I(q) = ∫_D d³k ∫_D d³k' 1/(Δ+Δ').

At small q, let x be the cosine of the angle between k and q. The final state is empty if k + qx > 1 to leading order. The allowed region is therefore a shell 1 − qx < k < 1 with 0 < x < 1. Its volume element is 2πqx dx and its gap is Δ = qx. Hence

I(q) → 4π² q C, C = ∫₀¹dx ∫₀¹dx' xx'/(x+x').

The inner integral, without the factor x, is

h(x) = ∫₀¹ x' dx'/(x+x') = 1 − x ln[(1+x)/x].

So C = ½ − ∫₀¹ x² ln[(1+x)/x] dx. Integrating by parts, with d ln[(1+x)/x]/dx = −1/[x(1+x)],

∫₀¹ x² ln[(1+x)/x] dx = (ln 2)/3 + (1/3) ∫₀¹ x²/(1+x) dx.

Since x²/(1+x) = x − 1 + 1/(1+x), the last integral is ln 2 − ½. Therefore

C = ½ − (2/3) ln 2 + 1/6 = (2/3)(1 − ln 2) = 0.2046.

The integrand of E₂/N at small q is

−E_h [3/(4π⁴)] · 4π²C/q = −E_h 3C/(π²q) = −2A E_h/q.

Its integral down to q_min contains 2A E_h ln q_min. At large q, I tends to (4π/3)²/q², so the upper end converges as ∫dq/q⁴.

The divergence comes from three powers of q: the squared interaction gives q⁻⁴, the momentum volume gives q², and the pair integral gives q. The last factor rests on the thin shell at the Fermi surface and on gaps linear in q, so the single logarithm with coefficient 2A is derived only for that case; section 8 treats gaps that are not linear in q.

**5. Why the rings cut off the integral**

Use the same shell in (2). The factor 2πqx' dx'/[q(x+x')] gives

g(x) = 1 − λ g(x) ∫₀¹ x'g(x') dx'/(x+x'), (4)

λ = 2πκ = 2α r_s/(πq²).

The Thomas–Fermi wavenumber follows from q_TF² = (e²/ε₀)(dn/dμ)/k_F², with dn/dμ = mk_F/(π²ħ²). This gives q_TF² = 4α r_s/π and λ = q_TF²/(2q²). The rings therefore matter once q is comparable with q_TF, which scales as √r_s.

Define G(λ) = ∫₀¹ x(g−1) dx. The small-q energy integrand is

d(E/N)/dq = E_h 3q G(λ)/(2π α r_s). (5)

For weak coupling, G = −λC + 2λ² ∫₀¹ x h² dx + …. The quadratic term follows by iterating (4): it is the sum of ∫x h² and ∫∫xx'h(x')/(x+x'), which are equal. Its coefficient is 0.178. Since λ² is proportional to r_s²/q⁴, third order contributes a positive integrand proportional to r_s/q³, more singular than second order. A fixed third-order correction therefore cannot repair MP2; the ring sum must precede the q integration.

For the full solution, 0 < g ≤ 1 implies −½ < G ≤ 0. The magnitude of (5) is then at most 3qE_h/(4πα r_s), which vanishes as q → 0. The infrared divergence is gone.

The remaining long-wave motion is the plasmon. Let M = ∫_D g d³k. Multiply (2) by Δ and integrate. Interchanging k and k' replaces Δ/(Δ+Δ') by ½, so

∫_D Δg d³k + ½κM² = ∫_D Δ d³k = 2πq²/3. (6)

To obtain the right side, integrate Δ over the whole Fermi sphere, which gives (4π/3)(q²/2). The excess region has both k and k+q occupied. The map k → −k−q preserves that region and reverses Δ, so its contribution is zero.

Equation (6) gives κM ≤ √[4α r_s/(3π)]. The first term of (6) is at most (q+q²/2)M, and M is O(q²), so that term is O(q³) and the bound becomes an equality as q → 0. In SI form the limit is

(ħ²k_F²/m) κM → ħω_p, ω_p² = ne²/(ε₀m).

In units of ħ²k_F²/m, the energy of one q is ½κM − ½κ∫_D d³k, where the second integral is the uncoupled value of M. As q → 0 the first part tends to the plasmon zero-point energy ½ħω_p. At r_s = 1 the SI formula gives ħω_p = 47.13 eV, and the numerical solution at q = 0.001 gives (ħ²k_F²/m)κM = 47.06 eV.

**6. The coefficient of ln r_s**

Choose a splitting point q₁ with √r_s ≪ q₁ ≪ 1. Below it use (5). Put s = q²/(α r_s), so q dq = α r_s ds/2, and S = q₁²/(α r_s). The lower contribution, in hartree, is

(3/4π) ∫₀^S G(2/(πs)) ds.

At large s, G = −2C/(πs) + O(s⁻²). The coefficient of the logarithm is (3/4π)(2C/π) = 3C/(2π²) = A, hence

lower part = −A (ln S + b).

The number b contains the screened region. Above q₁, second order suffices and gives

upper part = −A (−2 ln q₁ + d),

where d contains the behavior at q comparable with 1. Now ln S = 2 ln q₁ − ln α − ln r_s. Adding the parts cancels q₁:

E_ring/(N E_h) = A ln r_s + A(ln α − b − d). (7)

The two approximations can be controlled together. After integration over the excitations, the shell has relative corrections of order q², which leave an error of order q₁² in the lower part. For the upper part let H(k) = ∫_D d³k'/(Δ+Δ'). Equation (2) gives 1 − κH ≤ g ≤ 1. Substituting this back shows that the remainder beyond second order lies between zero and

κ² [H² + ∫_D d³k' H(k')/(Δ+Δ')].

This is the third-order term, whose q integral above q₁ is of order r_s/q₁². With q₁ = r_s^(1/4), both errors vanish as r_s → 0.

The sign and the factor of two have a simple origin. The second-order integrand −2A/q acts from roughly √r_s to 1. It contributes −2A ln(1/√r_s) = A ln r_s, which is negative at high density.

Numerically b = 0.8091 and d = 0.8259, so

C_ring = 0.031091 × (−0.6519 − 0.8091 − 0.8259) = −0.0711 hartree.

In electronvolts, A is 0.846 eV and C_ring is −1.935 eV.

**7. Worked example and range of use**

Take r_s = 0.01, for which q_TF = 0.0815. The energy per unit ln q, q d(E/N)/dq, in hartree, is:

q = 0.3: second order −0.0610, ring −0.0592
q = 0.1: second order −0.0621, ring −0.0489
q = 0.03: second order −0.0622, ring −0.0183
q = 0.01: second order −0.0622, ring −0.0035

The second-order value settles at −2A, giving the same energy for every further interval of ln q. The ring value is reduced to 79% of second order at q = 0.1 and 29% at q = 0.03. The crossover lies around q_TF, but it is gradual; a sharp cutoff at q_TF would not give the correct constant.

Lowering q_min from 10⁻³ to 10⁻⁴ changes E₂/N from −0.45521 to −0.59839 hartree. Dividing the change by ln 10 gives

0.14318/2.30259 = 0.06218 = 2A.

One third of this change is the drift quoted in section 1 for a tenfold larger N.

For the total ring energy at r_s = 0.01, the high-density formula gives

0.031091 × (−4.60517) − 0.07110 = −0.2143 hartree.

The numerical ring energy is −0.2145 hartree. At r_s = 1 the formula gives −0.0711 against −0.0788, an error of about 10% relative to ring CCD. At r_s = 4 it gives −0.0280 against −0.0468, an error of about 40%. At such densities solve the ring equations rather than use (7).

These errors do not measure the accuracy of ring CCD itself. Direct rings omit exchange between excitations. Second-order exchange contains two interactions and one energy denominator, so with kinetic gaps it is independent of r_s by scaling, the same order as C_ring. C_ring should therefore not be used as the constant of the full correlation energy.

**8. Hartree–Fock gaps**

An electron exchanges only with occupied states of its own spin. In the present units its exchange energy is

Σ(k) = −[α r_s/(2π²)] ∫_{|p|<1} d³p/|k−p|².

The angular integral gives (2π/k) ∫₀¹ p ln[(k+p)/|k−p|] dp. Integrate by parts using (p²−k²)/2 as the antiderivative of p. The radial integral is k + [(1−k²)/2] ln|(1+k)/(1−k)|, and so

Σ(k) = −(α r_s/π) {1 + [(1−k²)/(2k)] ln|(1+k)/(1−k)|}.

Put k = 1+δ. Near the Fermi surface,

Σ = −(α r_s/π) [1 − δ ln(2/|δ|)] + smaller terms.

For an excitation in the shell, let the hole have δ = −qxu and the particle δ = qx(1−u), with 0 < u < 1. Subtracting their exchange energies and adding the kinetic gap gives

Δ_HF = qx [1 + a(ln(2/q) + η)], a = α r_s/π,

η = −ln x − u ln u − (1−u) ln(1−u).

The quantity η does not depend on q and its logarithms are integrable. At fixed r_s, the second-order integrand therefore behaves as

−2A E_h/{q[1 + a ln(1/q)]}

to leading logarithmic order. Its integral is

−(2A E_h/a) ln[1 + a ln(1/q_min)].

Strict direct MP2 thus still diverges, but as the logarithm of a logarithm. At r_s = 1 and q = 0.01, the Hartree–Fock gaps already reduce the integrand by a factor of 2.04; the leading form 1 + a ln(1/q) gives only 1.76 there, the rest coming from the terms ln 2 + η in Δ_HF. A cell-size fit must therefore match the gaps used in the calculation.

The ring coefficient A survives this change. In the range √r_s < q < 1, the relative change of the gaps, averaged over the shell, is of order r_s ln(1/r_s); it is larger only near x = 0, where η grows as −ln x and the weight of the shell vanishes. Multiplication by the logarithmic length of the range still gives a quantity that vanishes as r_s → 0. At smaller q, screening has already suppressed the integrand. Numerically, the shift from q < 0.1, evaluated with the small-q shell, falls from 7.1×10⁻⁵ hartree at r_s = 10⁻³ to 2.25×10⁻⁶ hartree at r_s = 10⁻⁵.

**9. Solving the equations**

For kinetic gaps, the three-dimensional integral reduces to one variable. Let z be the component of k along q. Then Δ = qz + q²/2, and d³k becomes a cross-sectional area times dz. For q < 2 the areas are

2πΔ, for −q/2 < z < 1−q,

π(1−z²), for 1−q < z < 1.

The first is the difference of the two circular sections, π[(z+q)²−z²]. For q ≥ 2 use π(1−z²) over −1 < z < 1.

Let K be the discretized kernel 1/(Δ+Δ') including the quadrature weights. A suitable iteration is

g_new = ½ [g + 1/(1 + κKg)], starting from g = 1.

Near the solution, an error is multiplied by ½(1 − κg²K). The eigenvalues of κg²K are nonnegative. They are below 1 because this positive matrix maps the positive vector g to g(1−g), which is smaller than g in every component. The eigenvalues of the error matrix therefore lie between 0 and ½, so near the solution the error decreases asymptotically by a factor of ½ or better per step.

Evaluate g − 1 as −κgKg to avoid subtracting nearly equal numbers at weak coupling. Integrate in ln q from well below √r_s, since a grid that stops above the screened region misses part of C_ring. The numerical check tests the factorization against unfactorized ring CCD on a small momentum lattice, and the continuum solution against a frequency integral over the polarizability.

Table of computed values

```
alpha = 0.521062
C from double integral = 0.204569, formula 0.204569
A = 0.031091 hartree = 0.8460 eV
I(q)/(4 pi^2 C q) at q=0.001: 1.000000
Second-order energy per electron, kinetic gaps:
  q_min = 1e-01 kF: -0.16892 hartree
  q_min = 1e-02 kF: -0.31203 hartree
  q_min = 1e-03 kF: -0.45521 hartree
  q_min = 1e-04 kF: -0.59839 hartree
slope dE2/dln(q_min) = 0.062181 hartree; 2A = 0.062181
third-order small-q coefficient of lambda^2 = 0.17753
r_s = 0.01: q_TF = 0.08145 kF
q/kF, q*dE2/dq, q*dEring/dq (hartree), ratio ring/second:
  1.000  -0.049951  -0.049822  0.99743
  0.300  -0.061045  -0.059186  0.96954
  0.100  -0.062055  -0.048897  0.78796
  0.030  -0.062170  -0.018330  0.29484
  0.010  -0.062180  -0.003462  0.05568
  0.001  -0.062181  -0.000045  0.00072
r_s = 1: kF = 3.62668e+10 1/m
r_s = 1: plasmon energy, SI formula = 47.132 eV
r_s = 1: kappa*int g at q=0.001 kF = 47.060 eV
matching numbers: b = 0.80909, d = 0.82586
C_ring = -0.07110 hartree = -1.9347 eV
r_s, ring CCD energy, A ln r_s + C_ring (hartree/electron):
    1e-06  -0.50063  -0.50063
    1e-05  -0.42904  -0.42904
    1e-04  -0.35746  -0.35746
    1e-02  -0.21447  -0.21428
    1e-01  -0.14404  -0.14269
    1e+00  -0.07880  -0.07110
    4e+00  -0.04681  -0.02800
ring slope, r_s 1e-6 to 1e-5 = 0.031091 hartree
lattice: full ring CCD = -0.53197289 model units
lattice: factorized    = -0.53197289 model units
lattice: second order  = -0.87664533 model units
largest CCD/frequency-integral deviation = 4.6e-06
HF gaps, r_s = 1: factor dividing second-order integrand:
  q = 1e-02 kF: 2.0413
  q = 1e-20 kF: 8.9169
  q = 1e-40 kF: 16.5552
its slope in ln(1/q) = 0.16586; alpha/pi = 0.16586
HF-gap ring shift, q<0.1 kF, r_s=1e-3: 7.10e-05 hartree
HF-gap ring shift, q<0.1 kF, r_s=1e-5: 2.25e-06 hartree
```
